Cabrera-Mott oxide growth: field-lowered ion injection and the inverse-logarithmic law, part 1

(Sections cited here and not found follow in the second part.)

## First half: from electron equilibrium to the growth rate

A flat metal surface carries a compact oxide film of uniform thickness X. Oxygen on the outer surface can accept electrons from the metal, and metal cations can enter the oxide at the inner interface, cross it and form new oxide outside. We want the thickness as a function of time when the film is a few nanometres thick and the temperature is low.

The coordinate z runs outward from the metal, which fills z < 0. The elementary charge is e > 0, a cation carries the charge +qe, k is Boltzmann's constant and T the temperature. The oxide has the permittivity ε = ε_r ε₀. A positive field E points outward. The voltage V is the potential of the metal minus that of the outer surface, so that positive V drives cations outward.

The numerical example is indium at 300 K with rough parameters: q = 3, V = 1.00 V, ε_r = 9 and kT = 0.02585 eV. Further parameters are given where they enter.

**(a) The electrons cross the film much faster than the ions. Which potential difference stays fixed as the film grows, how nearly is it fixed, and what is the field?**

Solution. Before any charge has moved, an electron at the Fermi level of the metal would gain an energy eV₀ by going to an acceptor level on the outer surface. This difference between the electrochemical potentials of the two places makes electrons cross. The surface becomes negative and the metal positive, and the resulting voltage raises the energy of an electron at the surface. Transfer stops when the advantage has been used up.

Let there be N_O acceptor sites per area, a fraction θ of them occupied by one electron each. The surface charge has the magnitude σ = eN_O θ. The film is a plate capacitor with the energy σ²X/(2ε) per area. Divided by N_O, this gives the charging energy per site. In mean field, with the charge smeared out over the surface, the free energy per site is

f(θ) = −eV₀θ + e²N_O Xθ²/(2ε) + kT[θ ln θ + (1 − θ) ln(1 − θ)].

The last term is the mixing entropy of occupied and empty sites. A spin degeneracy of the level would add a constant to V₀. At the minimum,

df/dθ = −eV₀ + e²N_O Xθ/ε + kT ln[θ/(1 − θ)] = 0.

The capacitor voltage is V = σX/ε = eN_O θX/ε, so the middle term is eV. Hence

V = V₀ − (kT/e) ln[θ/(1 − θ)], with θ = εV/(eN_O X).

This says that the electron has the same electrochemical potential in the metal and at the surface. After equilibration the electrochemical potential difference of the electrons is therefore zero. What is fixed is the difference V₀ that existed before the transfer, and it reappears, up to a logarithm, as the electrostatic drop V. The phrase "growth at fixed electrochemical potential difference" has to be read in this sense.

The logarithm makes V drift. From θ ∝ V/X we have d ln θ = d ln V − d ln X, and the derivative of ln[θ/(1 − θ)] with respect to ln θ is 1/(1 − θ). With g = (kT/e)/(1 − θ),

dV = −g(dV/V − d ln X),

and collecting the terms in dV gives

dV/d ln X = g/(1 + g/V).

When acceptors are plentiful, θ is small and V rises by roughly kT/e for each factor e in thickness. With N_O = 10 nm⁻² and V₀ chosen to make V = 1 V at 2 nm, V is 0.982 V at 1 nm and 1.008 V at 2.69 nm. In this mean-field picture a constant V is good to about 2 % over this range. Part (i) shows that the discreteness of the charges, ordered or mobile, can make V drift much more.

If the film contains negligible charge, the field is uniform and

E = V/X.

The field falls as the film grows because the surface charge σ = εV/X falls. Had the charge been fixed instead, the field would not depend on X, and a rate set by the field alone would give linear growth. The slowing down derived below thus rests on the surface charge following the thickness. Each arriving cation brings the charge +qe, and on average slightly fewer than q electrons cross the film with it, so the negative surface charge shrinks.

**(b) An ion enters the oxide over a barrier of height W, whose top lies a distance a from the well. How does the field change the barrier, and how large is the first correction to the linear result?**

Solution. Let Φ(z) be the ion's potential energy without the field, with z measured here from the well. The field adds −qeEz. The well z_w and the top z_t are both stationary points of the total energy, and the barrier is

H(E) = Φ(z_t) − Φ(z_w) − qeE(z_t − z_w).

When E changes, z_w and z_t move. Their motion does not contribute to the first derivative, because the total energy is stationary at both points. What remains is the explicit dependence on E:

dH/dE = −qe(z_t − z_w).

At zero field the distance is a and the barrier is W, so to first order

H = W − qeaE.

The distance that matters runs from the well to the top. It is not the whole jump, since the work done by the field beyond the top cannot help the ion to reach it. The field also moves the well outward and the top inward. The distance shrinks, and the linear formula therefore overstates the lowering.

A cosine barrier shows by how much. Take

Φ(z) = (W/2)[1 − cos(πz/a)].

The stationary points obey (πW/2a) sin(πz/a) = qeE, that is,

sin(πz/a) = f, f = 2qeaE/(πW).

The well is at z_w = (a/π) arcsin f and the top at z_t = a − z_w. There cos(πz/a) equals +√(1 − f²) and −√(1 − f²), so the zero-field part of the barrier is W√(1 − f²). The field part is

qeE(a − 2z_w) = (πWf/2)[1 − (2/π) arcsin f] = Wf arccos f,

where arccos f = π/2 − arcsin f was used. Hence

H = W[√(1 − f²) − f arccos f].

For small f, √(1 − f²) ≈ 1 − f²/2 and f arccos f ≈ πf/2 − f². This gives

H ≈ W − qeaE + Wf²/2.

For W = 1.30 eV, a = 0.20 nm and X = 2.69 nm, the linear lowering is 3 × 0.20/2.69 = 0.223 eV. Then f = 0.109 and the correction Wf²/2 is 0.008 eV, or 0.3 kT. At X = 1.24 nm it is 0.036 eV, or 1.4 kT. The linear law is therefore rather good for the thicker film and rough for the thinner one. It breaks down altogether near the thickness at which W − qeaV/X vanishes,

X = qeaV/W = 0.60/1.30 = 0.46 nm,

where the linear formula leaves no barrier at all, while the cosine barrier, with f = 2/π, is still 0.27 eV high.

**(c) An injected ion may jump back into the metal. When can this be ignored, and when is the charge of the ions in the film negligible?**

Solution. Let the oxide have n interstitial sites in a row, a distance 2a apart. We take the barrier U to be the same for each onward jump and each return jump, including the return from the first site to the metal. With an attempt frequency ν, the rates are

k₊ = ν exp[−(U − qeaE)/kT], k₋ = ν exp[−(U + qeaE)/kT].

Define

y = qeaE/kT = qeaV/(kTX).

Then r = k₋/k₊ = exp(−2y). Let P_j be the probability that an ion at site j leaves at the outer surface before it returns to the metal, so that P₀ = 0 and P_{n+1} = 1. The next jump goes outward with probability 1/(1 + r) and inward with probability r/(1 + r), which gives

(1 + r)P_j = P_{j+1} + rP_{j−1}.

Rearranged, P_{j+1} − P_j = r(P_j − P_{j−1}). Successive differences form a geometric series. Summing them from P₀ = 0 and imposing P_{n+1} = 1 gives P_j = (1 − r^j)/(1 − r^{n+1}), and for an ion just injected

P₁ = (1 − r)/(1 − r^{n+1}).

The row spans the film, so (n + 1)2a ≈ X and r^{n+1} ≈ exp(−qeV/kT). Here qeV/kT = 3/0.02585 = 116, and this term can be dropped. The escaping fraction is then 1 − exp(−2y). For y well above 1 nearly every injected ion gets through, and injection alone sets the rate. At X = 2.69 nm, where y = 8.6, the return ratio r is 3 × 10⁻⁸.

For the space charge we need the steady population of the sites. When returns are negligible, the current through each site equals the injection rate, so the occupancy w of a site obeys wk₊ = ν exp[−(W − qeaE)/kT]. The field cancels:

w = exp[−(W − U)/kT].

With U = 0.70 eV, w = exp(−0.60/0.02585) ≈ 8 × 10⁻¹¹. For N_s = 10 injection sites per nm², the ion density is n_i = N_s w/(2a) ≈ 2 × 10⁻⁹ nm⁻³. A uniform charge density ρ = qen_i makes the field E(z) = E(0) + ρz/ε. Its integral over the film must equal V, so

E(0) = V/X − ρX/(2ε).

Relative to V/X, the change at the injecting interface is qen_i X²/(2εV) = 5 × 10⁻⁸ at X = 2.69 nm. The condition behind this small number is W − U ≫ kT. If the inner barriers were as high as the entry barrier, ions would pile up and the field would no longer be V/X.

**(d) Write down the growth rate.**

Solution. Each of the N_s sites per area is taken to be refilled at once by the metal, and oxygen is taken to be plentiful outside. The ion flux is N_s times the injection rate per site. Each cation adds the oxide volume Ω, so dX/dt is Ω times the flux:

dX/dt = N_s Ων exp[−(W − qeaV/X)/kT].

Separating the part that does not depend on X gives

dX/dt = u₀ exp(X₁/X), u₀ = N_s Ων exp(−W/kT), X₁ = qeaV/kT.

The variable y of part (c) is X₁/X. With Ω = 0.032 nm³ and ν = 10¹³ s⁻¹,

X₁ = 3 × 0.20 nm × 1.00 V/0.02585 V = 23.2 nm,

u₀ = 10 × 0.032 × 10¹³ × exp(−1.30/0.02585) nm/s = 4.6 × 10⁻¹⁰ nm/s.

Without the field, injection at this speed would take about 70 years to add one nanometre. The length X₁ is the thickness at which the field lowers the barrier by just kT. Films much thinner than X₁ grow because of the field.

If the returning ions are kept, the rate is multiplied by 1 − exp(−2X₁/X):

dX/dt = 2u₀ sinh(X₁/X).

For X ≫ X₁ this tends to 2u₀X₁/X, hence to parabolic growth, X² = 4u₀X₁t plus a constant. That limit belongs to the present hopping model with electrons still in equilibrium. Part (i) estimates that in the example tunnelling can no longer supply the electrons long before X reaches X₁.

## Second half: from the growth rate to the inverse-logarithmic law

We take over the following. The film thickness is X, the electrostatic drop across it is V, and the field is V/X. A cation of charge qe enters over a barrier W whose top is a distance a from the well. The growth rate is

dX/dt = u₀ exp(X₁/X), X₁ = qeaV/kT,

where u₀ is the injection rate at zero field, expressed as a growth speed with returning ions ignored. We write y = X₁/X. The rate holds for y well above 1, with W − qeaV/X still well above kT. In the example X₁ = 23.2 nm, u₀ = 4.6 × 10⁻¹⁰ nm/s, q = 3, Ω = 0.032 nm³ is the oxide volume per cation, ε_r = 9 is the relative permittivity and kT = 0.02585 eV.

**(e) Integrate the growth equation from a thickness X₀ at t = 0.**

Solution. Separating the variables gives

u₀t = ∫ exp(−X₁/x) dx, from x = X₀ to x = X.

Consider first the integral from 0 to X. With s = X₁/x we have dx = −X₁ ds/s², and the limits become ∞ and y. The minus sign reverses them:

∫₀^X exp(−X₁/x) dx = X₁ ∫_y^∞ exp(−s)/s² ds.

The exponential integral of order two is E₂(y) = ∫₁^∞ exp(−yu)/u² du. Putting s = yu in the previous integral turns it into E₂(y)/y, and X₁/y = X. Therefore

u₀t = X E₂(X₁/X) − X₀ E₂(X₁/X₀).

This is the full solution of the rate equation. For X₀ = 0.60 nm the last term amounts to a shift in time of about 5 × 10⁻¹⁰ s. The rate equation cannot be trusted on that scale, but the number shows that the starting thickness is soon forgotten, and we drop the term from here on. Direct numerical integration of the growth equation from 0.60 nm agrees with the formula to one part in 10⁶ between 1 s and 10⁵ s.

We have derived the growth rate of the film and integrated it exactly, finding that the starting thickness is soon forgotten. It remains to obtain the inverse-logarithmic law from this solution, to see how far a straight line in ln t can be trusted, and to estimate what the model leaves out.

Numerical values quoted here were computed with a short program.
